Mean and peak temperature rise of a uniformly heated filament

**The question**

In the conducting state of a filamentary resistive memory cell, a thin conducting filament joins two metal electrodes, and the current through it heats it. Model the filament as a straight cylinder of length L and cross-section A, with constant electrical conductivity σ and constant thermal conductivity k. A steady voltage V is applied between its ends. The electrodes are good heat sinks and hold both ends at the same temperature T0. Until part (g), no heat leaves through the side wall. Thermoelectric heating and cooling are neglected, and the temperature has stopped changing with time.

Let x be the distance from one end, T(x) the temperature, and θ(x) = T(x) − T0 the temperature rise. The mean rise is the average of θ over the length. Since the cross-section is uniform, this is also the average over the volume.

**(a) Find the heat produced per unit volume, q, and show that it is the same everywhere in the filament.**

*Answer.* In a steady state no charge accumulates, so the same current I crosses every section. The current density J = I/A is therefore independent of x. Ohm's law, J = σE, with constant σ makes the field E independent of x as well. The voltage is the field times the length, so

E = V/L.

The heat produced per unit volume is the current density times the field:

q = JE = σE² = σV²/L².

As a check, the heat produced in the whole volume AL is

qAL = σAV²/L = (σAV/L)V = IV,

because I = JA = σAV/L. This is the electrical power supplied.

**(b) Derive the differential equation for θ.**

*Answer.* Let Φ(x) be the heat per unit time crossing the section at x, counted positive towards increasing x. Fourier's law gives

Φ = −kA dT/dx = −kA dθ/dx,

where the second form holds because T0 is a constant. Consider the slice between x and x + dx. Its temperature is steady, so the heat flowing out in excess of the heat flowing in must equal the heat produced inside:

Φ(x + dx) − Φ(x) = qA dx.

Dividing by dx gives dΦ/dx = qA. Inserting Fourier's law, with k and A constant,

−kA d²θ/dx² = qA,

k d²θ/dx² + q = 0.

The end conditions are θ(0) = 0 and θ(L) = 0. While the filament is still warming up, part of the heat is stored in the slice, and this equation does not apply.

**(c) Solve for θ(x), and find the position and size of the peak rise.**

*Answer.* Since q/k is constant, two integrations give

dθ/dx = −qx/k + C₁,

θ = −qx²/(2k) + C₁x + C₂.

The condition θ(0) = 0 gives C₂ = 0. The condition θ(L) = 0 gives −qL²/(2k) + C₁L = 0, so C₁ = qL/(2k). Therefore

θ(x) = qx(L − x)/(2k).

It is convenient to measure position from the middle with the dimensionless variable

s = 2x/L − 1,

which is −1 at one end, 0 in the middle and +1 at the other end. Then x = L(1 + s)/2 and L − x = L(1 − s)/2, so x(L − x) = L²(1 − s²)/4 and

θ = [qL²/(8k)](1 − s²).

Because s² is never negative, the largest value occurs at s = 0, the middle of the filament:

θ_peak = qL²/(8k) = σV²/(8k).

The length has cancelled. At fixed voltage a longer filament produces less heat per unit volume, in proportion to 1/L², but a given q raises the peak in proportion to L². At fixed current density the result is different: then q = J²/σ does not depend on L, and the peak rise grows as L².

**(d) Show that the mean rise is two thirds of the peak rise.**

*Answer.* The mean is

θ_mean = (1/L) ∫₀ᴸ θ dx.

From x = L(1 + s)/2 we have dx = (L/2) ds, and s runs from −1 to 1. Hence

θ_mean = (θ_peak/2) ∫₋₁¹ (1 − s²) ds.

The integral of 1 is 2 and the integral of s² is 2/3, so

θ_mean = (θ_peak/2)(2 − 2/3) = (2/3)θ_peak = σV²/(12k).

The ratio contains no material constant, dimension or voltage, because these set the height of the parabola and not its shape.

The statement concerns rises above T0. For absolute temperatures,

T_mean/T_peak = (T0 + (2/3)θ_peak)/(T0 + θ_peak) = 2/3 + T0/[3(T0 + θ_peak)],

which is larger than 2/3 and approaches it when θ_peak is much larger than T0.

**(e) How much heat leaves through each end? What fraction of the length is hotter than the mean?**

*Answer.* From part (c), dθ/dx = q(L − 2x)/(2k). At the two ends

Φ(0) = −kA · qL/(2k) = −qAL/2,

Φ(L) = −kA · [−qL/(2k)] = +qAL/2.

The negative sign at x = 0 means flow towards decreasing x, which there is out of the filament. Each end thus carries away qAL/2 = IV/2, and together they remove all the electrical power, as a steady state requires.

The local rise equals the mean where

1 − s² = 2/3, so s = ±1/√3.

The part between these two points is hotter than the mean. It covers 2/√3 of the total range 2 of s, which is a fraction 1/√3 ≈ 0.577 of the length. More than half of the filament is therefore hotter than its mean temperature.

**(f) Evaluate the results for L = 20 nm, radius 5 nm, σ = 1.0 × 10⁵ S/m, k = 5.0 W/(m K), V = 0.50 V and T0 = 300 K.** These are round model values, not data for a particular material.

*Answer.* The cross-section and current are

A = π(5 × 10⁻⁹ m)² = 7.854 × 10⁻¹⁷ m²,

I = σAV/L = (10⁵ × 7.854 × 10⁻¹⁷ × 0.50)/(20 × 10⁻⁹) A = 1.96 × 10⁻⁴ A.

The power and the heat per unit volume are

IV = 1.9635 × 10⁻⁴ × 0.50 W = 9.82 × 10⁻⁵ W,

q = σV²/L² = (10⁵ × 0.25)/(4 × 10⁻¹⁶) W/m³ = 6.25 × 10¹⁹ W/m³.

The rises are

θ_peak = σV²/(8k) = (10⁵ × 0.25)/(8 × 5.0) K = 625 K,

θ_mean = (2/3) × 625 K = 417 K.

The middle of the filament is at 925 K and the mean temperature is 717 K. Their ratio is 0.775, not 2/3, as expected for absolute temperatures. Each end removes 4.91 × 10⁻⁵ W. The local rise equals the mean at 4.2 nm from either end.

The numerical output after this text includes a finite-volume solution that first finds the potential, then the heating and then the temperature, without assuming a parabola. Its ratio of mean to peak rise is 0.666667. The agreement confirms the solution of the model equations. It does not show that a real filament keeps constant conductivities between 300 K and 925 K, or that real electrodes hold its ends at 300 K while this much heat flows into them. The heat flux through each end is 6.25 × 10¹¹ W/m². Spreading from a disc of radius r into an electrode of thermal conductivity k_e has a thermal resistance of about 1/(4k_e r). This raises each end by about 120 K for k_e = 20 W/(m K) and by about 35 K for k_e = 70 W/(m K). A boundary resistance of 10⁻¹⁰ m² K/W would add about 60 K. Such an end rise adds equally to the mean and to the peak. Measured from the distant electrode temperature, the ratio then exceeds 2/3, and it is about 0.72 for an end rise of 120 K.

**(g) Now let heat also leave through the side wall, at a rate gθ per unit volume of filament, with g a positive constant. Find the new ratio of mean to peak rise, and decide whether it lies above or below 2/3.** Take the temperature as uniform over each cross-section.

*Answer.* The slice now passes on only the heat that is not lost sideways, so dΦ/dx = (q − gθ)A and

k d²θ/dx² − gθ + q = 0.

Since d/dx = (2/L) d/ds, the second derivative becomes (4/L²) d²θ/ds². Multiplying the equation by L²/(4k) gives

d²θ/ds² − u²θ + qL²/(4k) = 0, with u = (L/2)√(g/k).

The constant θ = q/g is one solution, because u²q/g = qL²/(4k). The general solution adds a combination of cosh(us) and sinh(us):

θ = q/g + B cosh(us) + C sinh(us).

Setting θ = 0 at s = 1 and at s = −1 and subtracting the two conditions gives 2C sinh u = 0, so C = 0. Either condition then gives B = −(q/g)/cosh u. Thus

θ = (q/g)[1 − cosh(us)/cosh u].

The smallest value of cosh(us) is 1, at s = 0, so the peak is still in the middle:

θ_peak = (q/g)(1 − 1/cosh u).

The average of cosh(us) over −1 ≤ s ≤ 1 is (1/2)(2 sinh u/u) = sinh u/u, so

θ_mean = (q/g)(1 − tanh u/u).

The ratio is

θ_mean/θ_peak = (1 − tanh u/u)/(1 − 1/cosh u).

To compare it with 2/3, write the profile relative to its peak:

θ/θ_peak = (cosh u − cosh(us))/(cosh u − 1) = 1 − [cosh(us) − 1]/[cosh u − 1].

The power series of cosh(us) − 1 consists of the positive terms (us)²ⁿ/(2n)! with n = 1, 2, 3 and so on. For |s| ≤ 1, s²ⁿ ≤ s², so

cosh(us) − 1 ≤ s²(cosh u − 1).

Hence θ/θ_peak ≥ 1 − s². For u > 0 the inequality is strict when 0 < |s| < 1, so the average is greater than 2/3. Side loss lowers the temperatures, but it makes the profile flatter relative to its peak.

There are two limits. For small u,

1 − tanh u/u ≈ u²/3 and 1 − 1/cosh u ≈ u²/2,

and the ratio returns to 2/3. For large u, both tanh u/u and 1/cosh u tend to zero and the ratio tends to 1. Most of the filament then sits near the rise q/g, at which side loss balances the heating locally, and the cooler end regions have a width of about √(k/g).

For a decay length √(k/g) = 5 nm, u = 20/(2 × 5) = 2. With the other values of part (f), the peak rise is 229 K and the mean rise 162 K. Their ratio is 0.706. The peak has fallen to well under half of 625 K, while the ratio has moved by only 0.04.

These figures illustrate the one-dimensional model, whose assumption of a uniform temperature over each cross-section is only rough here. To carry the loss gθ per unit volume out to the side wall, the heat flow per unit area at distance ρ from the axis must be about gθρ/2, so the temperature gradient there is about gθρ/(2k). Integrating from the axis to the wall at radius r gives a temperature difference of about gθr²/(4k). With r equal to the decay length, this is a quarter of the local rise. The temperature difference grows as ρ², whose average over the section is r²/2, so the axis is hotter than the section average by about half of that, one eighth. The ratio of the mean rise to the rise at the hottest point, on the axis, is then about 0.706/1.125 ≈ 0.63, which is below 2/3. The result that side loss raises the ratio therefore concerns temperatures averaged over each cross-section. It carries over to the hottest point when r is much smaller than both √(k/g) and L.

**(h) Remove the side loss, but let the thermal conductivity grow in proportion to absolute temperature, equal to kT/T0, where k is its value at T0. The electrical conductivity stays constant. Find T(x) and decide how the ratio changes.**

*Answer.* The heating q is unchanged, because σ is constant. The conductivity must now stay inside the derivative:

d/dx[(kT/T0) dT/dx] + q = 0.

Since T dT/dx = (1/2) d(T²)/dx, define

W = (T² − T0²)/(2T0).

Then dW/dx = (T/T0) dT/dx, and the equation becomes

k d²W/dx² + q = 0,

with W = 0 at both ends. This is the problem solved in part (c), so W equals the constant-k parabola, here called θ_c:

θ_c = [σV²/(8k)](1 − s²).

Solving for the temperature, and taking the positive root,

T = √(T0² + 2T0θ_c).

The rise is therefore F(θ_c) = √(T0² + 2T0θ_c) − T0. This function starts at F(0) = 0, and its slope T0/√(T0² + 2T0θ_c) decreases as θ_c grows. Its graph thus lies above the straight chord from the origin to the peak value P = σV²/(8k):

F((1 − s²)P) ≥ (1 − s²)F(P).

Averaging over s shows that the mean rise is more than two thirds of the peak rise F(P). The better conduction in the hot middle flattens the top of the profile.

For the values of part (f),

T_peak = √(300² + 2 × 300 × 625) K = 682 K,

so the peak rise is 382 K. The average of F, evaluated numerically, is 273 K, and the ratio is 0.716.

When P is much smaller than T0, F(θ_c) ≈ θ_c and the ratio returns to 2/3. When P is much larger than T0, the rise is approximately proportional to √(1 − s²). The area under this half circle is π/2, so its average over the range 2 is π/4 ≈ 0.785, which is the limiting ratio.

Neither contrast makes 2/3 a general lower bound. Suppose instead that the thermal conductivity κ falls as the temperature rises. The same method applies with W defined by k dW = κ dT, so that dT/dW = k/κ increases with W. The graph of the rise against W then lies below its chord, and the mean rise is less than two thirds of the peak rise. The value 2/3 follows from the parabola, which is produced by steady uniform heating, constant k, both ends at T0 and no side loss. The converse does not hold, because opposing effects can cancel. With κ = kT0/T, side loss of strength u ≈ 1.68 and the other values of part (f), the ratio is again 2/3. Uniform heating itself requires a uniform cross-section and a constant σ. A metallic σ proportional to 1/T concentrates the heating in the hot middle, and with constant k and the values of part (f) it gives a ratio of about 0.65. A real filament lies in an oxide that removes heat sideways, is seldom a uniform cylinder, and has temperature-dependent conductivities, so 2/3 is a reference value for it and not a prediction.

Values computed for the example and the checks

```
Filament length L = 20.0 nm
Filament radius = 5.0 nm
Cross-section A = 7.8540e-17 m^2
Electrical conductivity sigma = 1.000e+05 S/m
Thermal conductivity k = 5.00 W/(m K)
Voltage V = 0.50 V
End temperature T0 = 300.0 K
Current I = 1.9635e-04 A
Electrical power I V = 9.8175e-05 W
Heat per unit volume q = 6.2500e+19 W/m^3
Peak rise, numerical = 625.00 K
Peak rise, formula = 625.00 K
Mean rise, numerical = 416.67 K
Mean rise, formula = 416.67 K
Mean rise / peak rise, numerical = 0.666667
Peak temperature = 925.00 K
Mean temperature = 716.67 K
Mean / peak absolute temperature = 0.7748
Heat leaving one end = 4.9087e-05 W
Distance from end where rise = mean: 4.227 nm
Fraction of length hotter than mean = 0.5773
Side loss: decay length = 5.0 nm
Side loss: u = 2.000 (dimensionless)
Side loss: peak rise = 229.44 K
Side loss: mean rise = 161.87 K
Side loss: ratio, numerical = 0.7055
Side loss: ratio, formula = 0.7055
k growing with T: peak rise = 381.91 K
k growing with T: mean rise = 273.43 K
k growing with T: ratio, numerical = 0.7160
k growing with T: ratio, formula = 0.7160
```
